Why ideal Néel skyrmions need tilt to appear in Lorentz microscopy

**The missing image**

A multilayer film known to hold skyrmions is placed flat in a Lorentz microscope. Defocusing shows no magnetic contrast, yet when the film is tilted each skyrmion appears as a bright and a dark crescent. A Bloch skyrmion of the same size shows a round pattern without any tilt. The electron responds to the magnetic field summed along its path. For a circular Néel texture at normal incidence, the deflecting part of that sum is zero, although the field itself is not.

**The texture and the phase**

Let the film lie in the xy plane, with magnetization Ms m(x,y) and total magnetized thickness t. The skyrmion has m_z = −1 at its centre and +1 far away. With polar coordinates ρ, φ,

m = (sinΘ cos(φ+γ), sinΘ sin(φ+γ), cosΘ).

Here γ = 0 or π is Néel (in-plane part radial) and γ = ±π/2 is Bloch (in-plane part circulating). "Ideal" means that γ has its Néel value throughout the thickness. Write f(ρ) = sinΘ.

An electron of charge −e travelling along +z has canonical momentum (mass × velocity) − eA. A magnetic field does not change its speed, so to leading order, along a straight ray, the magnetic phase is

χ = −(e/ħ) ∫ A_z dz.

In the Coulomb gauge ∇²A = −μ0 ∇×M. Integrate the z component over z. The term ∂²A_z/∂z² gives only end values at infinity, which vanish. Multiplying by −e/ħ leaves

∇²χ = C (∂x m_y − ∂y m_x),  C = e μ0 Ms t/ħ.

The component m_z has dropped out. At normal incidence the phase sees only the curl of the in-plane magnetization.

**Néel gives zero, Bloch gives a well**

Suppose the in-plane part is a gradient, m_x = ∂xF and m_y = ∂yF, with F localized. Its curl is ∂x∂yF − ∂y∂xF = 0. Then ∇²χ = 0 everywhere, and the solution that vanishes at infinity is χ = 0. A circular Néel skyrmion is such a case, with dF/dρ = ±f. Another is a smooth closed wall of constant width, thin beside its radius of curvature, with the in-plane part everywhere normal to it. If a distorted skyrmion has a wall width that varies along the wall, the in-plane part need not be a gradient and some phase can remain.

Now turn every in-plane vector by 90°: m_x = −∂yF, m_y = ∂xF. The curl becomes ∇²F, so χ = C F. The same texture, turned from Néel to Bloch, is fully visible.

For a general γ the radial part f cosγ has no curl, and the circulating part f sinγ gives

(1/ρ) d(ρ dχ/dρ)/dρ = C sinγ (1/ρ) d(ρf)/dρ.

Multiply by ρ and integrate. The constant is zero because χ is smooth at ρ = 0. Hence

dχ/dρ = C sinγ f,
χ(ρ) = −C sinγ ∫_ρ^∞ f dρ′.

The sign agrees with the Lorentz force. The sideways impulse is −e ẑ×∫B dz. For γ = +π/2 the integrated field is μ0 Ms t f φ̂, and ẑ×φ̂ = −ρ̂, so the impulse is +ħC f ρ̂, which is ħ∇χ.

A convenient wall profile is Θ = 2 arctan(S/s), with s = sinh(ρ/w), S = sinh(R/w), radius R and wall width w. Then f = 2Ss/(S²+s²). Put q = cosh(ρ′/w), so that dq = s dρ′/w and S²+s² = q²+a², with a² = S²−1. The integral becomes

∫_ρ^∞ f dρ′ = 2Sw ∫ dq/(q²+a²) = (2Sw/a) arctan[a/cosh(ρ/w)].

This form needs a² > 0, that is R > 0.88w. For R ≫ w, a/S tends to 1 and the arctangent at the centre tends to π/2. The Bloch phase depth is then πwC, which depends on the wall width and not on the radius.

**Where the Néel field goes**

The stray field is H = −∇ψ with ∇²ψ = ∇·M. Measure everything from the uniform film, in which H = −M and B = 0. Integrate over z and call the integrated potential Ψ. The term ∂M_z/∂z integrates to zero, which means that the charges on the two surfaces cancel in projection. What remains is

∇²Ψ = t Ms (∂x m_x + ∂y m_y).

For a Néel texture the right side is t Ms ∇²F, so Ψ = t Ms F and the integrated in-plane stray field is −t Ms ∇F. This is minus the integrated in-plane magnetization, so the in-plane part of ∫B dz vanishes. A circular Bloch texture has no in-plane divergence. Its ∫H dz is zero in the plane, and μ0 times the magnetization survives.

The fields involved are large. For a solid 10 nm Néel film with γ = 0, Ms = 1000 kA/m, R = 50 nm and w = 10 nm, the radial contributions at ρ = R, computed from the magnetic charges, are

magnetization: +12.57 T nm
stray field inside the film: −3.52 T nm
stray field outside the film: −9.05 T nm

Their sum is zero to the digits shown. Ten nanometres above this film the radial stray field at ρ = R is still about 330 mT in size. It is weaker at the same distance below, and reversing the Néel helicity exchanges the strong and weak sides. The skyrmion is hidden by cancellation along the ray, not by a lack of field.

**What tilting changes**

Tilt by α about x, and write c = cosα, s = sinα from here on. In the frame of the film the beam runs along n = (0, s, c). The image axes are u along x and v along (0, c, −s), so a point (x,y,z) appears at u = x, v = cy − sz. The equation for χ keeps its form, with the magnetization now projected on u and v:

projected m_u = m_x,  projected m_v = c m_y − s m_z.

For a thin film the path length is t/c, and at fixed position in the film ∂u = ∂x and ∂v = (1/c)∂y. Therefore

∇²χ = (C/c)[∂x(c m_y − s m_z) − (1/c)∂y m_x]
= C[∂x m_y − (1/c²)∂y m_x − tanα ∂x m_z].

For Néel ∂x m_y = ∂y m_x, and 1 − 1/c² = −tan²α. So

∇²χ = −C[tanα ∂x m_z + tan²α ∂y m_x].

The first term is first order in the tilt and comes from the core pointing against its surroundings. The Néel wall itself enters only at second order.

At small tilt, write χ = −C sinα ∂xG with ∇²G = m_z − 1. Radial integration gives dG/dρ = (1/ρ)∫_0^ρ (cosΘ−1)ρ′dρ′, and ∂xG = cosφ dG/dρ, so

χ = C sinα cosφ (1/ρ) ∫_0^ρ (1−cosΘ) ρ′dρ′.

For a sharp wall this is C sinα x inside the skyrmion and C sinα R² cosφ/ρ outside. There is a positive lobe on one side and a negative lobe on the other, separated along the tilt axis.

At larger tilt a sharp-walled core projects to an ellipse with half-axes R along u and Rc along v. Its m_z source is 2C tanα ∂u of a function equal to 1 inside the ellipse and 0 outside. Let g be the potential whose Laplacian is that function. Inside, try g = (N_u u² + N_v v²)/2 with N_u + N_v = 1. With ζ = u + iv and κ = N_u − N_v,

∂u g − i∂v g = (ζ* + κζ)/2.

On an ellipse with half-axes a₁, b₁, ζ = pτ + r/τ with |τ| = 1, p = (a₁+b₁)/2 and r = (a₁−b₁)/2. There

ζ* + κζ = (r+κp)τ + (p+κr)/τ.

Outside, the gradient must continue as an analytic function that decays as |τ| grows, so r + κp = 0. This gives κ = −r/p and N_u = (1+κ)/2 = b₁/(a₁+b₁), here c/(1+c). Hence, from m_z,

χ = 2C tanα N_u u = 2C [sinα/(1+cosα)] u = 2C tan(α/2) u.

A smooth wall can be built from concentric ellipses of this shape, each giving the same slope to points inside it, so the slope in the flat core is unchanged. The in-plane source is odd in v and adds nothing on the line v = 0. The sharp-wall peak is 2CR tan(α/2). Unlike the Bloch depth πwC, it grows with the radius.

**From phase to defocused image**

Propagation by a small distance Δz turns the wave ψ₀ = exp(iχ) into ψ₀ + (iλΔz/4π)∇²ψ₀, where λ is the electron wavelength. Since ∇²ψ₀ = (i∇²χ − |∇χ|²)ψ₀, the intensity to first order in Δz is

I = 1 − (λΔz/2π) ∇²χ.

If χ = 0 the wave leaving the film is uniform, and no choice of defocus can create magnetic contrast. Electron holography, which records χ itself, finds nothing either.

For Bloch with γ = +π/2 and Δz > 0, ∇²χ = C(df/dρ + f/ρ). This is positive on the inner side of the wall and, for R ≫ w, negative on the outer side: a dark ring within a bright one. Reversing γ or the defocus exchanges them. For tilted Néel, to first order in α, the intensity follows +tanα ∂x m_z, which gives a bright crescent at positive x and a dark one at negative x.

For R ≫ w the wall is f = sech[(ρ−R)/w] and m_z = tanh[(ρ−R)/w]. The largest |df/dρ| is 1/(2w), and the largest slope of m_z is 1/w. If f/ρ and the second-order tilt term are neglected, the two small-defocus contrasts are equal when tanα = 1/2, or α ≈ 27°. Within these approximations, a tilt of a few tens of degrees gives a Néel skyrmion a contrast comparable to that of an untilted Bloch skyrmion with the same R and w.

**How large: a 50 nm skyrmion**

Take ten magnetic layers, each 1 nm thick, at a pitch of 5 nm, with Ms = 1000 kA/m, R = 50 nm and w = 10 nm. The beam voltage is 300 kV, the wavelength 1.97 pm and the defocus 0.2 mm. With μ0Ms = 1.2566 T, t = 10 nm and e/ħ = 1.519×10¹⁵ rad/(T m²),

C = 1.519×10¹⁵ × 1.2566 × 10⁻⁸ rad/m = 0.0191 rad/nm.

The Bloch phase at the centre is −0.595 rad, close to the estimate −πwC = −0.600 rad. The ideal Néel phase at normal incidence is zero apart from rounding.

At 30° the Néel core slope is 0.01023 rad/nm, so a sharp wall would give a peak of 0.01023 × 50 = 0.51 rad. The smooth wall gives about 0.45 rad for a thin film and 0.445 rad for the layer stack. The values in the numerical output come from a periodic cell 2048 nm wide and lie about 0.001 rad below those of an isolated skyrmion. The tilt spreads the stack over 23 nm along v, yet the peak phase falls by only about 1 percent.

With R, w, Ms and defocus held fixed, the contrast (Imax−Imin)/(Imax+Imin) is:

Bloch, 0°: 6.0 percent
Néel, 1°: 0.18 percent
Néel, 10°: 1.9 percent
Néel, 20°: 3.8 percent
Néel, 30°: 6.0 percent

The match between the first and last entries belongs to these parameters; it is not a general equality at 30°.

The brightest and darkest points lie near u = +49 and −49 nm, both at v between −4 and −5 nm; the 2 nm mesh of the numerical output rounds these to ±50 and −4 nm. The m_z part of the phase is even in v, even with the layers spread out, so alone it would give an image symmetric about v = 0. The small shift shows the second-order in-plane term, whose phase peaks at 0.04 rad in the thin film.

**Reading an image correctly**

Record the same area at zero tilt and at +α and −α. For an ideal Néel skyrmion the magnetic image vanishes at zero tilt, and the main lobes exchange sign when the tilt is reversed. Crescents under tilt are not enough to identify a Néel texture, because a Bloch skyrmion has the same m_z term in addition to the phase from its circulating part.

Absence at zero tilt is not proof on its own either. The normal-incidence phase adds f sinγ over the layers, so equal Bloch layers of opposite circulation would also cancel.

Inward and outward Néel skyrmions have the same m_z and hence the same leading tilt contrast. They differ in the weak in-plane term, which is second order in the tilt and changes sign with the in-plane magnetization.

Weak contrast at zero tilt can be sorted by symmetry. A tilt error of 1° gives an odd phase with a total range of 0.029 rad. A helicity error of 5° gives a round phase of 0.052 rad. A thickness variation of 0.2 nm with a rough inner potential of 25 V gives 0.033 rad, unrelated to the magnetic pattern. Reversing the whole magnetization reverses χ but not this electrostatic phase, so half the difference of two aligned phase maps isolates the magnetic part.

**Beside real multilayers**

The parameters are rough values for heavy-metal/cobalt multilayers at room temperature, where interfacial chiral exchange favours Néel walls. The assumption most at risk is a uniform helicity through the stack, since stray fields between layers can twist it. If one layer in ten were fully Bloch, the normal-incidence phase would be a tenth of the Bloch value, about 0.06 rad, and the skyrmion would no longer be strictly invisible. Such a twist is likely in this stack. An estimate with the wall profile held fixed and the layers coupled only by stray fields needs a chiral-exchange constant of about 1.8 mJ/m² to keep all ten layers Néel. For 1.5 down to 0.5 mJ/m² the layers at one end of the stack twist or reverse, and the normal-incidence phase is roughly 0.05 to 0.15 rad.

The defocus also sets the blur. A beam divergence of 10 μrad blurs the present image, taken at 0.2 mm, by 2 nm; at 1 mm it would blur it by 10 nm, as much as w. The small-defocus formula fails at 1 mm even without blur, because λΔz/(4πw²), which must be small for the expansion to hold, is then about 1.6. At 0.2 mm it is already 0.3, and the formula overstates the contrast by 8 to 13 percent; the contrasts listed above come from full Fresnel propagation.

An applied field of 50 mT along the beam lies at 30° to the normal of the tilted film. It cants the background by 2.6° and the core by 3.1° if the anisotropy field is 500 mT. The resulting step in projected magnetization is below 1 percent of the step from m_z. Propagation within the stack is also negligible here, with λL/(4πw²) = 7×10⁻⁵ for a stack height L of 46 nm. Diffraction contrast from crystal grains and changes of wall shape in the applied field are not included. Grain contrast can change with tilt, so a tilted image should be compared with one of the saturated film at the same tilt.

The full set of values is in the numerical output below.

Numbers as computed

```
Saturation magnetization Ms: 1000 kA/m
Magnetic layers: 10 of 1 nm, pitch 5 nm
Magnetized thickness t: 10 nm; stack height: 46 nm
Radius R: 50 nm; wall width w: 10 nm
Beam voltage: 300 kV; wavelength: 1.969 pm
Defocus: 0.2 mm
mu0*Ms: 1.2566 T
Phase gradient C: 0.01909 rad/nm
Deflection lambda*C/(2 pi): 5.98 microrad
-- normal incidence --
Bloch phase at rho=0 nm: -0.5947 rad
Bloch phase at rho=30 nm: -0.5483 rad
Bloch phase at rho=50 nm: -0.2999 rad
Bloch phase at rho=80 nm: -0.0190 rad
Estimate -pi*w*C: -0.5998 rad
Largest Neel phase on the map: 7.1e-14 rad
-- Neel, solid film, projected radial field at rho=R --
mu0*M part: 12.566 T nm
mu0*H inside film: -3.517 T nm
mu0*H outside film: -9.050 T nm
Sum: 0.0000 T nm
Radial stray field 10 nm above film: -326.7 mT
-- Neel tilted by 30 degrees --
Core slope 2C tan(alpha/2): 0.01023 rad/nm
Sharp-wall peak 2CR tan(alpha/2): 0.5116 rad
Peak phase, thin film: 0.4494 rad
Peak phase, layer stack: 0.4440 rad
Peak of in-plane part, thin film: 0.0396 rad
Brightest point (u,v): (50, -4) nm
Darkest point (u,v): (-50, -4) nm
-- Fresnel contrast (Imax-Imin)/(Imax+Imin), layer stack --
Bloch, 0 deg: 5.98 percent
Neel, 0 deg: 6.6e-12 percent
Neel, 1 deg: phase range 0.0292 rad, contrast 0.18 percent
Neel, 10 deg: phase range 0.2928 rad, contrast 1.85 percent
Neel, 20 deg: phase range 0.5878 rad, contrast 3.81 percent
Neel, 30 deg: phase range 0.8880 rad, contrast 5.99 percent
-- neglected effects --
Layer spread along v at 30 deg: 23.0 nm
Inner potential 25 V, roughness 0.2 nm: 0.0326 rad
Helicity error 5 deg: 0.0518 rad
Blur, divergence 10 microrad: 2.0 nm
Applied field 50 mT, anisotropy field 500 mT
Canting, background: 2.64 deg
Canting, core: 3.14 deg
Canting step / m_z step in the projection: 0.0076
Propagation inside stack, lambda*L/(4 pi w^2): 7.2e-05
```
